**Local Bode slope rule at the loss-tangent maximum of a Debye dielectric**

At the maximum of $\tan\delta$, the local rule $-(\pi/2)\,d\ln|\varepsilon|/d\ln\omega$ gives $(\pi/2)\sin\delta$, where $\delta=-\arg\varepsilon$ is the true loss angle. The program finds the maximum numerically for five ratios $r=\varepsilon_s/\varepsilon_\infty$ of static to high-frequency permittivity, and asserts this identity with a finite-difference slope. It also asserts that the full Bode integral and the subtracted dispersion relation return the true angle at three frequencies of the example. Further assertions cover the slope away from the maximum, the equal areas of the two curves over $\ln\omega$, their two crossings, and the strength with the largest error. For $\varepsilon_s=80$, $\varepsilon_\infty=5$ and $\tau=8$ ps, the output shows a true angle of 61.9° and a rule value of 79.4° at 79.6 GHz. With rough sizes for conduction, a spread of relaxation times, a fast mode, inertia and warming, the excess stays between 14.9° and 17.6°.

## Program and output

```python
"""
Result under test: for a Debye dielectric, at the maximum of tan(delta),
the local Bode rule  -(pi/2) d ln|eps| / d ln(omega)  equals
(pi/2) sin(delta), not the true loss angle delta = -arg(eps).
Convention exp(+i omega t): eps = eps_inf + (eps_s-eps_inf)/(1+i omega tau).
r = eps_s/eps_inf; omega in rad/ps, tau in ps; u = ln(omega/omega_peak).
The full Bode integral weights the slope with ln coth(|u|/2).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

HALF_PI = np.pi / 2
DEG = 180 / np.pi


def debye(omega, eps_s, eps_inf, tau):
    return eps_inf + (eps_s - eps_inf) / (1 + 1j * omega * tau)


def angle(perm, log_omega):
    return -np.angle(perm(np.exp(log_omega)))


def log_slope(perm, y, h=1e-3):
    """Fourth-order finite difference of ln|eps| against ln(omega)."""
    def log_mod(z):
        return np.log(abs(perm(np.exp(z))))
    return (8 * (log_mod(y + h) - log_mod(y - h))
            - log_mod(y + 2 * h) + log_mod(y - 2 * h)) / (12 * h)


def local_rule(perm, y):
    return -HALF_PI * log_slope(perm, y)


def find_peak(perm, guess, width=np.log(3)):
    """Numerical local maximum of tan(delta), as ln(omega)."""
    def minus_tan(y):
        value = perm(np.exp(y))
        return value.imag / value.real
    found = minimize_scalar(minus_tan, bounds=(guess - width, guess + width),
                            method="bounded", options={"xatol": 1e-10})
    assert abs(found.x - guess) < 0.95 * width
    return found.x


def split_quad(func, edges):
    return sum(quad(func, a, b, limit=300, epsabs=1e-10, epsrel=1e-9)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def kernel(v):
    return -np.log(np.tanh(v / 2))


def bode_integral(perm, y):
    """Loss angle from the slope at all frequencies."""
    def integrand(v):
        return (log_slope(perm, y + v) + log_slope(perm, y - v)) * kernel(v)
    return -split_quad(integrand, [0, 1, 5, 40]) / np.pi


def dispersion_integral(perm, y):
    """Loss angle from ln|eps| by the subtracted dispersion relation."""
    def integrand(v):
        ratio = abs(perm(np.exp(y + v))) / abs(perm(np.exp(y - v)))
        return np.log(ratio) / np.sinh(v)
    return -split_quad(integrand, [0, 1, 5, 40]) / np.pi


# Example parameters: rough values for a strongly polar liquid.
eps_s, eps_inf, tau, temperature = 80.0, 5.0, 8.0, 300.0
r = eps_s / eps_inf


def example(omega):
    return debye(omega, eps_s, eps_inf, tau)


def to_ghz(log_omega):
    return np.exp(log_omega) * 1000 / (2 * np.pi)


y_peak = find_peak(example, np.log(3 / tau))
omega_peak = np.exp(y_peak)
delta = angle(example, y_peak)
rule = local_rule(example, y_peak)
eps_peak = example(omega_peak)

# Permittivity from the time-domain exponential response.
cos_part = quad(lambda s: np.exp(-s) * np.cos(omega_peak * tau * s), 0, 45,
                limit=300)[0]
sin_part = quad(lambda s: np.exp(-s) * np.sin(omega_peak * tau * s), 0, 45,
                limit=300)[0]
from_time = eps_inf + (eps_s - eps_inf) * (cos_part - 1j * sin_part)
assert abs(from_time - eps_peak) < 1e-6

# Peak position, peak angle and the slope identity over a range of r.
table = []
for ratio in (1.01, 2.0, 16.0, 100.0, 10000.0):
    def perm(omega, q=ratio):
        return debye(omega, q, 1.0, 1.0)
    y = find_peak(perm, 0.5 * np.log(ratio) + 0.2)
    true_angle, estimate = angle(perm, y), local_rule(perm, y)
    assert abs(np.exp(y) / np.sqrt(ratio) - 1) < 1e-5
    assert abs(np.tan(true_angle) / ((ratio - 1) / (2 * np.sqrt(ratio)))
               - 1) < 1e-8
    assert abs(np.sin(true_angle) - (ratio - 1) / (ratio + 1)) < 1e-8
    assert abs(estimate - HALF_PI * np.sin(true_angle)) < 1e-8
    assert true_angle < estimate < HALF_PI * true_angle
    table.append((ratio, true_angle, estimate))
assert abs(abs(eps_peak) - np.sqrt(eps_s * eps_inf)) < 1e-5

# The loss peak itself lies at omega tau = 1.
loss_peak = minimize_scalar(lambda y: example(np.exp(y)).imag,
                            bounds=(np.log(0.2 / tau), np.log(5 / tau)),
                            method="bounded", options={"xatol": 1e-10}).x
assert abs(np.exp(loss_peak) * tau - 1) < 1e-5

# Behaviour away from the maximum.
for u in (-3.0, -1.0, 0.4, 2.0):
    local_angle = angle(example, y_peak + u)
    slope = -log_slope(example, y_peak + u)
    assert abs(np.tan(local_angle) - np.tan(delta) / np.cosh(u)) < 1e-6
    assert abs(slope - np.sin(delta)
               / (1 + (np.cos(delta) * np.sinh(u))**2)) < 1e-6
    assert abs(slope - np.sin(local_angle)**2 / np.sin(delta)) < 1e-6
    assert slope < np.sin(local_angle) - 1e-3

# Full nonlocal relation, its kernel area, and the role of the zero of eps.
kernel_area = 2 * split_quad(kernel, [0, 1, 5, 40])
assert abs(kernel_area - np.pi**2 / 2) < 1e-7
for u in (-1.5, 0.0, 1.0):
    true_angle = angle(example, y_peak + u)
    assert abs(bode_integral(example, y_peak + u) - true_angle) < 1e-6
    assert abs(dispersion_integral(example, y_peak + u) - true_angle) < 1e-6
full_bode = bode_integral(example, y_peak)


def reflected_zero(omega):
    return (eps_s - 1j * omega * tau * eps_inf) / (1 + 1j * omega * tau)


reflected_angle = angle(reflected_zero, y_peak)
reflected_bode = bode_integral(reflected_zero, y_peak)
assert abs(reflected_bode - full_bode) < 1e-6
assert abs(reflected_angle - reflected_bode) > 0.1


def power_law(omega):
    return (1j * omega)**(-0.3)


assert abs(local_rule(power_law, 0.7) - angle(power_law, 0.7)) < 1e-9

# Equal areas over ln(omega), and the crossings of the two curves.
edges = [y_peak + a for a in (-40, -8, -2, 0, 2, 8, 40)]
area_true = split_quad(lambda y: angle(example, y), edges)
area_rule = split_quad(lambda y: local_rule(example, y), edges)
assert abs(area_true - HALF_PI * np.log(r)) < 1e-6
assert abs(area_rule - area_true) < 1e-6


def excess_at(y):
    return local_rule(example, y) - angle(example, y)


cross_low = brentq(excess_at, y_peak - 6, y_peak)
cross_high = brentq(excess_at, y_peak, y_peak + 6)
assert abs(cross_low + cross_high - 2 * y_peak) < 1e-5
signs = np.sign([excess_at(y) for y in np.linspace(y_peak - 7, y_peak + 7, 800)])
assert np.count_nonzero(np.diff(signs)) == 2

# Strength at which the absolute error at the maximum is largest.


def minus_error(log_r):
    def perm(omega):
        return debye(omega, np.exp(log_r), 1.0, 1.0)
    y = find_peak(perm, log_r / 2 + 0.1)
    return angle(perm, y) - local_rule(perm, y)


worst = minimize_scalar(minus_error, bounds=(0.5, 5), method="bounded",
                        options={"xatol": 1e-7})
worst_r = np.exp(worst.x)
worst_delta = np.arctan((worst_r - 1) / (2 * np.sqrt(worst_r)))
assert abs(np.cos(worst_delta) - 2 / np.pi) < 1e-4

# Neglected effects, with rough sizes.
sigma = 0.1           # ionic conductivity, S/m
alpha = 0.02          # Cole-Cole broadening
fast_strength, fast_tau = 2.0, 0.3
inertia_tau = 0.05    # ps
barrier = 0.2         # eV, activation energy of tau
warming = 10.0        # K
strength = eps_s - eps_inf
warm_t = temperature + warming
k_ev = const.k / const.e
warm_tau = tau * np.exp(barrier / k_ev * (1 / warm_t - 1 / temperature))
warm_eps_s = eps_s * temperature / warm_t
variants = {
    "conduction": lambda w: example(w)
    + sigma / const.epsilon_0 * 1e-12 / (1j * w),
    "Cole-Cole": lambda w: eps_inf
    + strength / (1 + (1j * w * tau)**(1 - alpha)),
    "fast mode": lambda w: example(w) - fast_strength
    + fast_strength / (1 + 1j * w * fast_tau),
    "inertia": lambda w: eps_inf
    + strength / ((1 + 1j * w * tau) * (1 + 1j * w * inertia_tau)),
    "warming": lambda w: debye(w, warm_eps_s, eps_inf, warm_tau),
}
variant_rows = []
for name, perm in variants.items():
    y = find_peak(perm, y_peak)
    row = (name, to_ghz(y), angle(perm, y) * DEG, local_rule(perm, y) * DEG)
    assert abs(row[2] - delta * DEG) < 0.25 * (rule - delta) * DEG
    assert row[3] - row[2] > 0.5 * (rule - delta) * DEG
    variant_rows.append(row)

field = 100.0         # V/m amplitude, i.e. 1 V/cm
heat_capacity = 4e6   # J/(m^3 K)
power = 0.5 * omega_peak * 1e12 * const.epsilon_0 * (-eps_peak.imag) * field**2
heating_rate = power / heat_capacity
dipole_debye = 2.0
mp.mp.dps = 60
a = mp.mpf(dipole_debye * 1e-21 / const.c * field / (const.k * temperature))
saturation = float(1 - 3 * (mp.coth(a) - 1 / a) / a)
assert 0 < saturation < 1e-6

print(f"eps_s = {eps_s:.1f}, eps_inf = {eps_inf:.1f}, r = {r:.1f} (no unit)")
print(f"tau = {tau:.1f} ps, temperature = {temperature:.0f} K")
print(f"omega*tau at tan(delta) maximum = {omega_peak * tau:.4f}")
print(f"frequency of tan(delta) maximum = {to_ghz(y_peak):.2f} GHz")
print(f"frequency of eps'' maximum = {to_ghz(loss_peak):.2f} GHz")
print(f"eps' = {eps_peak.real:.4f}, eps'' = {-eps_peak.imag:.4f} at maximum")
print(f"|eps| at maximum = {abs(eps_peak):.4f}")
print(f"tan(delta) = {np.tan(delta):.4f}, sin(delta) = {np.sin(delta):.5f}")
print(f"log-log slope of |eps| = {log_slope(example, y_peak):.5f}")
print(f"true loss angle = {delta:.5f} rad = {delta * DEG:.3f} deg")
print(f"local rule = {rule:.5f} rad = {rule * DEG:.3f} deg")
print(f"excess = {(rule - delta) * DEG:.3f} deg, ratio = {rule / delta:.4f}")
print(f"full Bode integral = {full_bode * DEG:.3f} deg")
print(f"kernel area = {kernel_area:.6f}")
print(f"reflected zero: true phase lag = {reflected_angle * DEG:.3f} deg, "
      f"Bode integral = {reflected_bode * DEG:.3f} deg")
print(f"area over ln(omega): true {area_true:.5f}, rule {area_rule:.5f} rad")
print(f"crossings at {to_ghz(cross_low):.2f} and {to_ghz(cross_high):.2f} GHz")
print(f"angle at crossings = {angle(example, cross_low) * DEG:.3f} deg")
y_far = y_peak + np.log(10)
print(f"at 10 x peak frequency: true {angle(example, y_far) * DEG:.3f} deg, "
      f"rule {local_rule(example, y_far) * DEG:.3f} deg")
print("Other strengths: r, true angle (deg), rule (deg), ratio")
for ratio, true_angle, estimate in table:
    print(f"  {ratio:.2f}  {true_angle * DEG:.3f}  {estimate * DEG:.3f}  "
          f"{estimate / true_angle:.4f}")
print(f"largest excess = {-worst.fun * DEG:.3f} deg at r = {worst_r:.3f}, "
      f"delta = {worst_delta * DEG:.2f} deg")
print(f"neglected: sigma = {sigma} S/m, Cole-Cole alpha = {alpha}")
print(f"neglected: fast mode strength {fast_strength}, time {fast_tau} ps")
print(f"neglected: inertia time {inertia_tau} ps, warming {warming:.0f} K")
print(f"warming: barrier {barrier} eV, tau = {warm_tau:.3f} ps, "
      f"eps_s = {warm_eps_s:.2f}")
print("Effect: peak (GHz), true angle (deg), rule (deg), excess (deg)")
for name, freq, true_deg, rule_deg in variant_rows:
    print(f"  {name}: {freq:.2f}  {true_deg:.3f}  {rule_deg:.3f}  "
          f"{rule_deg - true_deg:.3f}")
print(f"probe field amplitude = {field / 100:.1f} V/cm")
print(f"heat capacity = {heat_capacity / 1e6:.1f} J/(cm^3 K)")
print(f"probe heating rate = {heating_rate:.3f} K/s")
print(f"free dipole {dipole_debye:.1f} D: saturation fraction = "
      f"{saturation:.2e}")
print("verified")
```

Printed output:

```
eps_s = 80.0, eps_inf = 5.0, r = 16.0 (no unit)
tau = 8.0 ps, temperature = 300 K
omega*tau at tan(delta) maximum = 4.0000
frequency of tan(delta) maximum = 79.58 GHz
frequency of eps'' maximum = 19.89 GHz
eps' = 9.4118, eps'' = 17.6471 at maximum
|eps| at maximum = 20.0000
tan(delta) = 1.8750, sin(delta) = 0.88235
log-log slope of |eps| = -0.88235
true loss angle = 1.08084 rad = 61.928 deg
local rule = 1.38600 rad = 79.412 deg
excess = 17.484 deg, ratio = 1.2823
full Bode integral = 61.928 deg
kernel area = 4.934802
reflected zero: true phase lag = 90.000 deg, Bode integral = 61.928 deg
area over ln(omega): true 4.35517, rule 4.35517 rad
crossings at 16.75 and 378.10 GHz
angle at crossings = 37.081 deg
at 10 x peak frequency: true 20.369 deg, rule 12.358 deg
Other strengths: r, true angle (deg), rule (deg), ratio
  1.01  0.285  0.448  1.5708
  2.00  19.471  30.000  1.5407
  16.00  61.928  79.412  1.2823
  100.00  78.579  88.218  1.1227
  10000.00  88.854  89.982  1.0127
largest excess = 18.946 deg at r = 7.740, delta = 50.46 deg
neglected: sigma = 0.1 S/m, Cole-Cole alpha = 0.02
neglected: fast mode strength 2.0, time 0.3 ps
neglected: inertia time 0.05 ps, warming 10 K
warming: barrier 0.2 eV, tau = 6.233 ps, eps_s = 77.42
Effect: peak (GHz), true angle (deg), rule (deg), excess (deg)
  conduction: 79.57  61.958  79.422  17.464
  Cole-Cole: 81.86  60.351  76.690  16.339
  fast mode: 83.49  62.453  77.368  14.915
  inertia: 83.50  63.217  80.454  17.237
  warming: 100.47  61.482  79.080  17.598
probe field amplitude = 1.0 V/cm
heat capacity = 4.0 J/(cm^3 K)
probe heating rate = 0.098 K/s
free dipole 2.0 D: saturation fraction = 1.73e-15
verified
```
